# Sol fraction of randomly condensed tetrafunctional units at half conversion

## Problem

A large number $N$ of identical units, each carrying four equivalent groups, condense by joining groups in pairs. Each group has reacted with probability $p$, independently of the other groups on its unit, and the partner of a reacted group is a random reacted group. Finite molecules contain no loops. The sol is the set of all finite molecules; the gel is the giant molecule, if there is one.

1. Set up a recursion for the probability $u$ that the branch seen through one group is finite, and decide which of its roots is the physical one.
2. Find the fraction $S$ of units in the sol at $p=1/2$.
3. Find the conversion inside the sol and inside the gel. Can the gel be loop-free as well?
4. A film of fully hydrolysed silicic acid, $\mathrm{Si(OH)_4}$, has been condensed to $p=1/2$. It is 500 nm thick and its skeleton, meaning all units of sol and gel together, unreacted monomer included, contributes 1.5 g per cm³ of film. What mass per area could be extracted if the ideal model held?

## Hints

**Hint 1.** Stand on a unit and look out through one group. If the group has reacted, how many new groups does the next unit offer?

**Hint 2.** The value $u=1$ solves the recursion for every $p$. To see whether it is the right solution, ask for the probability that the branch ends within $n$ generations, and let $n$ grow.

**Hint 3.** A unit belongs to a finite molecule if all four of its branches are finite.

**Hint 4.** A tree of $m$ units has $m-1$ bonds. Compare this with the total number of bonds at $p=1/2$.

**Hint 5.** Each bond formed releases one water molecule, so a unit's mass depends on how many of its groups have reacted.

## Solution

### 1. The recursion and its root

With probability $1-p$ the group is unreacted and the branch ends there. With probability $p$ it leads to another unit, which has three further groups. For large $N$ the surroundings of a unit are tree-like out to any fixed distance, so these three branches are independent, and all three must be finite. Hence

$$u = 1-p+p\,u^3 .$$

To choose the root, let $u_n$ be the probability that the branch ends within $n$ generations. Then $u_0=0$ and

$$u_{n+1}=F(u_n),\qquad F(x)=1-p+p\,x^3 .$$

Since $u_1=1-p\ge u_0$ and $F$ increases for $x\ge0$, the sequence never decreases. If $r\ge 0$ is any root of $r=F(r)$, then $u_0\le r$, and $u_n\le r$ implies $u_{n+1}=F(u_n)\le F(r)=r$. The sequence therefore converges. Because $F$ is continuous, the limit is itself a root, and because no non-negative root lies below it, it is the smallest of them. A finite branch ends after some finite number of generations, so this limit is $u$.

Moving all terms to one side and dividing out the known root $u=1$ gives

$$p u^3-u+1-p=(u-1)\left(p u^2+p u+p-1\right)=0 .$$

Multiplying out confirms this: the $u^2$ terms $+pu^2$ and $-pu^2$ cancel, and the linear terms add to $(p-1)u-pu=-u$. The quadratic factor has the positive root

$$u=\frac{-p+\sqrt{p^2-4p(p-1)}}{2p}=\frac{-1+\sqrt{4/p-3}}{2}.$$

It is below 1 when $\sqrt{4/p-3}<3$, that is, when $p>1/3$. For $p\le 1/3$ the smallest non-negative root is $u=1$: every branch is finite and there is no gel. The gel point of this model is thus $p=1/3$.

### 2. The sol fraction

All four branches of a sol unit must be finite, so

$$S=u^4 .$$

At $p=1/2$ the quadratic becomes $u^2+u-1=0$, with $u=(\sqrt5-1)/2=0.6180$. Using $u^2=1-u$ twice,

$$u^4=(1-u)^2=1-2u+u^2=2-3u ,$$

$$S=2-\frac{3(\sqrt5-1)}{2}=\frac{7-3\sqrt5}{2}\approx 0.146 .$$

About 85% of the units are in the gel. The iteration shows how the root is reached: $u_1=0.5000$, $u_2=0.5625$, $u_5=0.6092$, $u_{10}=0.6175$.

The smallest molecules give a check that needs no recursion. A randomly chosen unit is a monomer with probability $(1-p)^4$. It is in a dimer if one of its four groups has reacted and the other six groups of the pair have not, which gives $4p(1-p)^6$. In a trimer it is either the middle unit, with probability $6p^2(1-p)^8$, or an end unit, with probability $4p\cdot 3p\,(1-p)^8$; together these give $18p^2(1-p)^8$. At $p=1/2$ the three fractions are 0.0625, 0.0313 and 0.0176. Their sum, 0.111, lies below $S$, as it must, and is about three quarters of it. The sol consists mostly of very small molecules.

A direct test joins the groups of one million units at random and counts every unit outside the largest molecule as sol. The result is 0.1457, against 0.1459 from the formula.

Two limits show the behaviour elsewhere. Just above the gel point, with $p=1/3+\varepsilon$, one has $4/p\approx12-36\varepsilon$, so $\sqrt{4/p-3}\approx3-6\varepsilon$ and $u\approx1-3\varepsilon$. Then $S\approx1-12\varepsilon$, and the gel fraction grows linearly from zero. Near full conversion $u\approx1-p$ and $S\approx(1-p)^4$, so to leading order what remains of the sol is unreacted monomer.

### 3. Conversion in each part, and the loops

In a sol unit each branch is known to be finite. The probability that its first group has reacted is then the share of finite branches that begin with a bond:

$$p_{\rm sol}=\frac{p\,u^3}{u}=p\,u^2 = 0.191 .$$

The reacted groups of sol and gel must add up to the total, $p=S\,p_{\rm sol}+(1-S)\,p_{\rm gel}$, so

$$p_{\rm gel}=\frac{0.5-0.1459\times0.1910}{0.8541}=0.553 .$$

A unit with group conversion $c$ accounts for $4c/2=2c$ bonds on average, since each bond is shared by two units. The gel therefore has $2\times0.553=1.11$ bonds per unit. A tree has fewer than one, so the gel must contain loops.

Their number follows by counting. For any network, independent loops equal bonds minus units plus molecules. At $p=1/2$ there are $2pN=N$ bonds, as many as units, so the number of loops equals the number of molecules. Sol molecules are trees, and a tree has one more unit than bonds. The number of molecules per unit of the whole system is therefore

$$S-2S\,p_{\rm sol}=S(1-2p_{\rm sol})=u^4(1-u^2)=u^5=0.0902 ,$$

where $2p_{\rm sol}=u^2$ and $1-u^2=u$ at this conversion. The gel adds one more molecule, which is negligible per unit. In the random network the gel holds 0.0901 loops per unit of the whole system, while the sol holds $1\times10^{-6}$, a single loop among a million units.

"Loop-free condensation" thus has to mean loop-free finite molecules. If loops were forbidden in the giant molecule too, at most $N-1$ bonds could form, and with $N-1$ bonds all units would be joined in one tree. At half conversion no sol would be left. The value 0.146 depends on the gel being allowed to close on itself.

### 4. The film

$S$ counts units, not mass. $\mathrm{Si(OH)_4}$ has a molar mass of 96.11 g/mol, and each reacted group loses half a water molecule, 9.008 g/mol. Assume that this water has left the film. A unit with conversion $c$ then has the mean mass

$$M(c)=96.11-4c\times9.008\ \text{g/mol}.$$

This gives 89.23 g/mol in the sol, 76.20 g/mol in the gel and 78.10 g/mol on average. The sol mass fraction is

$$0.1459\times\frac{89.23}{78.10}=0.167 ,$$

larger than $S$ because sol units have kept more of their OH groups. The film mass per area is $500\times10^{-7}\,\text{cm}\times1.5\ \text{g/cm}^3=75\ \mu\text{g/cm}^2$, so the extractable mass is

$$75\times0.167=12.5\ \mu\text{g/cm}^2 ,$$

containing $8.4\times10^{16}$ silicon atoms per cm². This supposes that a solvent removes the whole sol and that no condensation occurs meanwhile.

The result is sensitive to the conversion: $S=0.184$ at $p=0.48$ and $0.116$ at $p=0.52$. An error of 0.02 in $p$ shifts the sol fraction by 21 to 26% of its value.

## Variation 1: groups that hinder one another

*Let each bond already on a unit multiply the statistical weight of the next by $r=0.5$, with the mean conversion held at one half. How does $S$ change?*

A unit with $k$ bonds has weight $\binom4k a^k r^{k(k-1)/2}$, where $a$ sets the mean conversion. The choice $a=r^{-3/2}$ turns the powers into $r^{k(k-4)/2}$. This is unchanged under $k\to4-k$, so the mean is two bonds per unit, as required. For $r=1/2$ the weights for $k=0,\dots,4$ are $1,\ 8\sqrt2,\ 24,\ 8\sqrt2,\ 1$; dividing by their sum gives the probabilities $q_k$.

The groups of a unit are no longer independent, so it is simpler to follow bonds. With random pairing, a bond leads to a unit with $k$ bonds with probability $kq_k/2$, and $k-1$ of them lead onward. The probability $v$ that the part beyond a bond is finite, and the sol fraction, are

$$v=\frac12\sum_{k=1}^{4}k\,q_k\,v^{k-1},\qquad S=\sum_{k=0}^{4}q_k\,v^k .$$

The smallest non-negative root gives $S=0.135$, and a random network with these bond numbers gives 0.1354. The sol shrinks by about 7% of its value. This holds for statistical weights with random pairing. If $r$ instead multiplies the rate of irreversible steps, the bond numbers change and the pairing is no longer random: fewer than 1% of the units remain monomers, and $S$ comes out near 0.143, hardly below the unhindered value. Unreacted monomers drop from 0.0625 to $q_0=1/(26+16\sqrt2)\approx0.021$, a loss of 0.042. Since $S$ falls by just 0.011, the larger sol molecules must together gain about 0.031.

## Variation 2: bonds spent on small rings

*Let a share $\lambda$ of the bonds close small rings. What becomes of the sol, and what does this mean for real silica?*

A ring-closing bond joins units that are already connected, so deleting it leaves every molecule's membership unchanged. If the remaining bonds are still placed at random, the earlier result applies with the effective conversion $p(1-\lambda)$. For $\lambda=0.1$ this is 0.45, and

$$u=\frac{-1+\sqrt{4/0.45-3}}{2}=0.713,\qquad S=u^4=0.259 .$$

A tenth of the bonds raises the sol fraction by more than three quarters. In this estimate the gel disappears when $\tfrac12(1-\lambda)=\tfrac13$, that is, at $\lambda=1/3$. If small rings form while the molecules grow, the remaining bonds are no longer random and the gel can vanish at a smaller share.

The assumption of random placement can fail badly. Suppose all units sit in separate rings of four. Each unit has two bonds, so $p=1/2$, and one bond in four is redundant. The random estimate gives an effective conversion of 0.375 and predicts a gel, yet every molecule has four units and $S=1$.

For real silica, ring formation is thought to be the main reason the ideal model fails, although the model here does not show this. The film's thickness and density are round values in a roughly typical range, but $p=1/2$ describes a weakly condensed deposit; a cured film is well above it. Acid-catalysed silicon alkoxide sols form small rings readily and are reported to gel at a conversion of very roughly 0.8 rather than 1/3. If the other bonds were random, the formula would ask for $\lambda=1-\tfrac{1/3}{0.8}\approx0.58$ at the gel point, but no network can meet this with rings of three or more units. At the effective conversion 1/3, a share $(2/3)^4\approx0.20$ of the units are monomers, with no reacted group, and $\tfrac43(2/3)^6\approx0.12$ are in dimers, with one each. Even if all other units had reacted completely, the conversion would be only $0.12/4+0.68\approx0.71$. A gel point near 0.8 therefore lies outside the random-placement estimate. Ring formation depends on conditions such as concentration, so a film need not share the gel point of a solution. But if it too gels well above one half, it has no gel at $p=1/2$: its sol fraction is 1, not 0.146, and the whole film could in principle dissolve. The 12.5 µg/cm² found above is the ideal random-branching value, not a forecast for a silica film.

The numerical output below lists most of the values used here; the others follow from the formulas given.

## Computed results

```
Group conversion p: 0.500
Conversion at gel point: 0.3333
Finite-branch probability u: 0.618034
Branch ended within 1 generations: 0.500000
Branch ended within 2 generations: 0.562500
Branch ended within 3 generations: 0.588989
Branch ended within 4 generations: 0.602163
Branch ended within 5 generations: 0.609172
Branch ended within 10 generations: 0.617504
Branch ended within 20 generations: 0.618032
Same, 5 generations, simulated: 0.6087
Sol fraction of units S: 0.145898
Gel fraction of units: 0.854102
Units in simulated network: 1000000
Sol fraction, simulated: 0.1457
Units in monomers: 0.06250, simulated 0.06253
Units in dimers: 0.03125, simulated 0.03132
Units in trimers: 0.01758, simulated 0.01718
Units in these three together: 0.11133
Conversion in sol: 0.1910, simulated 0.1910
Conversion in gel: 0.5528, simulated 0.5527
Finite molecules per unit: 0.09017
Gel loops per unit, simulated: 0.09008
Sol loops per unit, simulated: 1.0e-06
Mass of Si(OH)4: 96.113 g/mol
Mass lost per reacted group: 9.0075 g/mol
Mean mass of sol unit: 89.23 g/mol
Mean mass of gel unit: 76.20 g/mol
Mean mass of all units: 78.10 g/mol
Sol mass fraction: 0.1667
Sol mass fraction, simulated: 0.1665
Film thickness: 500 nm
Film skeleton density: 1.50 g/cm3
Film mass per area: 75.0 ug/cm2
Extractable sol mass: 12.50 ug/cm2
Silicon atoms in sol: 8.438e+16 per cm2
Sol fraction at p = 0.48: 0.1837
Sol fraction at p = 0.52: 0.1156
Hindrance factor per earlier bond: 0.50
Sol fraction, hindered: 0.1350
Sol fraction, hindered, simulated: 0.1354
Assumed share of ring-closing bonds: 0.10
Effective conversion with rings: 0.450
Sol fraction with rings: 0.2589
Same, simulated: 0.2594
Ring share at which gel disappears: 0.3333
Rough real silicate gel conversion: 0.8
Ring share implied by it: 0.58
Sol fraction at p = 1/2 with that share: 1.00
```
